# Constraint Counting and the Rigidity Threshold of Germanium–Selenium Glass: test program

```python
"""
Result under test: a covalent network in three dimensions has as many
bond-length and bond-angle constraints as degrees of freedom at mean
coordination 2.4; for fully bonded Ge(x)Se(1-x) this means x = 0.20.

Symbols: r = bonds of an atom, x = atomic fraction of Ge, N = atoms,
Nc = counted constraints, F = zero modes (including 6 rigid motions),
redundant = F - (3N - Nc).
Ge has 4 bonds and Se has 2. A network is a random graph of Ge atoms, each
linked to 4 others, with chains of Se inserted into the links.
The true F comes from the rank of the distance constraints at random
positions, in integer arithmetic modulo a prime (no tolerance needed).
"""
from fractions import Fraction
from itertools import combinations
import numpy as np

PRIME = 2**31 - 1
rng = np.random.default_rng(12)


def independent_angles(directions):
    """Rank of the derivatives of all bond-angle cosines at one atom."""
    count = len(directions)

    def cosines(flat):
        v = flat.reshape(count, 3)
        v = v / np.linalg.norm(v, axis=1)[:, None]
        return np.array([v[i] @ v[j] for i, j in combinations(range(count), 2)])

    flat = np.array(directions, dtype=float).ravel()
    step = 1e-5
    columns = []
    for shift in np.eye(flat.size) * step:
        columns.append((cosines(flat + shift) - cosines(flat - shift)) / (2 * step))
    return int(np.linalg.matrix_rank(np.array(columns).T, tol=1e-6))


def random_ge_links(n_ge):
    """Random simple graph in which each Ge is linked to 4 others."""
    links = [(i, (i + d) % n_ge) for i in range(n_ge) for d in (1, 2)]
    present = {frozenset(link) for link in links}
    for _ in range(40 * len(links)):
        i, j = rng.integers(len(links), size=2)
        (a, b), (c, d) = links[i], links[j]
        if rng.random() < 0.5:
            c, d = d, c
        new1, new2 = frozenset((a, d)), frozenset((c, b))
        if len({a, b, c, d}) < 4 or new1 in present or new2 in present:
            continue
        present -= {frozenset((a, b)), frozenset((c, d))}
        present |= {new1, new2}
        links[i], links[j] = (a, d), (c, b)
    return links


def build_network(n_ge, n_se, even):
    """Return the bonds and the list of Se chains."""
    links = random_ge_links(n_ge)
    if even:
        base, extra = divmod(n_se, len(links))
        lengths = np.full(len(links), base)
        lengths[rng.permutation(len(links))[:extra]] += 1
    else:
        lengths = np.zeros(len(links), dtype=int)
        for _ in range(n_se):      # each Se enters a bond chosen at random
            weights = (lengths + 1) / (lengths + 1).sum()
            lengths[rng.choice(len(links), p=weights)] += 1
    bonds, chains, next_atom = [], [], n_ge
    for (a, b), length in zip(links, lengths):
        chain = list(range(next_atom, next_atom + int(length)))
        next_atom += int(length)
        path = [a] + chain + [b]
        bonds += list(zip(path[:-1], path[1:]))
        chains.append(chain)
    return bonds, chains


def neighbour_lists(n_atoms, bonds):
    near = [[] for _ in range(n_atoms)]
    for a, b in bonds:
        near[a].append(b)
        near[b].append(a)
    return near


def counted_constraints(n_atoms, bonds, loose=()):
    """Sum of r/2 + (2r - 3) over atoms; a loose Se angle is not counted."""
    total = Fraction(0)
    for near in neighbour_lists(n_atoms, bonds):
        r = len(near)
        total += Fraction(r, 2) + (2 * r - 3 if r >= 2 else 0)
    return int(total) - len(loose)


def rank_mod_prime(matrix):
    m = matrix % PRIME
    rank = 0
    for col in range(m.shape[1]):
        candidates = np.flatnonzero(m[rank:, col])
        if candidates.size == 0:
            continue
        pivot = rank + candidates[0]
        if pivot != rank:
            m[[rank, pivot]] = m[[pivot, rank]]
        inverse = pow(int(m[rank, col]), -1, PRIME)
        m[rank, col:] = m[rank, col:] * inverse % PRIME
        rows = rank + 1 + np.flatnonzero(m[rank + 1:, col])
        if rows.size:
            factor = m[rows, col][:, None]
            m[rows, col:] = (m[rows, col:] - factor * m[rank, col:]) % PRIME
        rank += 1
        if rank == m.shape[0]:
            break
    return rank


def zero_modes(n_atoms, bonds, loose=()):
    """3N minus the rank of all first- and second-neighbour distances."""
    loose = set(loose)
    pairs = {tuple(sorted(bond)) for bond in bonds}
    for atom, near in enumerate(neighbour_lists(n_atoms, bonds)):
        if atom not in loose:
            pairs |= {tuple(sorted(pair)) for pair in combinations(near, 2)}
    position = rng.integers(0, PRIME, size=(n_atoms, 3), dtype=np.int64)
    matrix = np.zeros((len(pairs), 3 * n_atoms), dtype=np.int64)
    for row, (a, b) in enumerate(sorted(pairs)):
        difference = position[a] - position[b]
        matrix[row, 3 * a:3 * a + 3] = difference
        matrix[row, 3 * b:3 * b + 3] = -difference
    return 3 * n_atoms - rank_mod_prime(matrix)


# Independent angles at a single atom
print("One atom: bonds r, all angles, independent angles, constraints")
for r in (2, 3, 4, 5):
    found = independent_angles(rng.normal(size=(r, 3)))
    assert found == 2 * r - 3
    print(f"  r={r}: {r*(r-1)//2:2d} angles, {found} independent, "
          f"{r/2 + found:.1f} constraints per atom")
tetrahedron = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]
tetra_rank = independent_angles(tetrahedron)
assert tetra_rank == 5
print(f"Ideal tetrahedron: {tetra_rank} independent angles")

# Balance of constraints and degrees of freedom
r_critical = Fraction(3 + 3) / Fraction(5, 2)
x_critical = (r_critical - 2) / 2
print(f"Critical mean coordination from the count: {float(r_critical):.2f}")
print(f"Critical Ge fraction from the count: {float(x_critical):.2f}"
      f" = {100*float(x_critical):.0f} at.%")

# Whole networks
N = 120
SAMPLES = 4
print(f"Networks of N={N} atoms, 3N={3*N}; F includes 6 rigid motions")
print(f"Random F is the mean of {SAMPLES} networks")
print("  x     <r>   Nc/N  3N-Nc  F(even)  redundant(even)  F(random)")
even_results = {}
for n_ge in (12, 18, 24, 30, 36):
    n_se = N - n_ge
    x = n_ge / N
    bonds, chains = build_network(n_ge, n_se, even=True)
    degrees = [len(near) for near in neighbour_lists(N, bonds)]
    assert degrees == [4] * n_ge + [2] * n_se
    mean_r = sum(degrees) / N
    assert abs(mean_r - (2 + 2 * x)) < 1e-12
    nc = counted_constraints(N, bonds)
    assert abs(nc / N - (2 + 5 * x)) < 1e-12
    f_even = zero_modes(N, bonds)
    assert f_even == max(6, 3 * N - nc)
    even_results[n_ge] = (x, mean_r, f_even)
    random_f, random_chain_modes = [], []
    for _ in range(SAMPLES):
        r_bonds, r_chains = build_network(n_ge, n_se, even=False)
        f = zero_modes(N, r_bonds)
        chain_modes = sum(max(0, len(c) - 5) for c in r_chains)
        assert f >= 6 + chain_modes and f >= 3 * N - nc
        random_f.append(f)
        random_chain_modes.append(chain_modes)
    if n_ge == 24:
        f_random_critical = np.mean(random_f)
        long_chain_critical = np.mean(random_chain_modes)
    print(f"  {x:.2f}  {mean_r:.2f}  {nc/N:.2f}  {3*N-nc:5d}  {f_even:5d}"
          f"  {f_even-(3*N-nc):10d}  {np.mean(random_f):16.2f}")

# Threshold located from computed ranks alone
(x1, r1, f1), (x2, r2, f2) = even_results[12], even_results[18]
x_found = x1 + (x2 - x1) * f1 / (f1 - f2)
r_found = r1 + (r2 - r1) * f1 / (f1 - f2)
assert abs(x_found - float(x_critical)) < 1e-9
assert abs(r_found - float(r_critical)) < 1e-9
print(f"Extrapolation of F to zero from x={x1:.2f} and {x2:.2f}: "
      f"x={x_found:.3f}, <r>={r_found:.3f}")

# Batch at the critical composition (standard molar masses, g/mol)
M_GE, M_SE, BATCH = 72.630, 78.971, 10.0
xc = float(x_critical)
mass_ge = BATCH * xc * M_GE / (xc * M_GE + (1 - xc) * M_SE)
mass_se = BATCH - mass_ge
mol_ge, mol_se = mass_ge / M_GE, mass_se / M_SE
assert abs((4 * mol_ge + 2 * mol_se) / (mol_ge + mol_se) - 2.4) < 1e-12
print(f"Molar masses: Ge {M_GE:.2f} g/mol, Se {M_SE:.2f} g/mol")
print(f"Batch of {BATCH:.1f} g: Ge {mass_ge:.3f} g, Se {mass_se:.3f} g")

# Neglected effect: dangling Se made by cutting Se-Se bonds
bonds, chains = build_network(24, 96, even=True)
CUTS = 6
cut = {tuple(chain) for chain in chains[:CUTS]}
cut_bonds = [bond for bond in bonds if bond not in cut]
assert len(cut_bonds) == len(bonds) - CUTS
f_cut = zero_modes(N, cut_bonds)
assert f_cut == 3 * N - counted_constraints(N, cut_bonds) == 3 * CUTS
n1 = 0.01
x_dangling = 0.20 + 0.30 * n1
r_dangling = 2 + 2 * x_dangling - n1
# direct balance per atom: Ge has 7 constraints, Se has 2, dangling Se has 1/2
balance = 7 * x_dangling + 2 * (1 - x_dangling - n1) + 0.5 * n1
assert abs(balance - 3) < 1e-12
assert abs(r_dangling - (2.4 - 0.4 * n1)) < 1e-12
print(f"Cutting {CUTS} Se-Se bonds at x=0.20: F={f_cut}")
print(f"Dangling Se, {100*n1:.0f} % of atoms: critical x={x_dangling:.4f}, "
      f"<r>={r_dangling:.4f}")

# Neglected effect: Se angles too soft to count
n_ge, n_se = 25, 80
bonds, chains = build_network(n_ge, n_se, even=True)
loose = [chain[0] for chain in chains if len(chain) == 1]
more = [chain[0] for chain in chains if len(chain) == 2][:10]
b_test = len(loose) / n_se
x_test = n_ge / (n_ge + n_se)
assert abs(x_test - (1 + b_test) / (5 + b_test)) < 1e-12
f_at = zero_modes(n_ge + n_se, bonds, loose)
f_beyond = zero_modes(n_ge + n_se, bonds, loose + more)
assert f_at == 6 and f_beyond == len(more)
print(f"Soft-angle test: {100*b_test:.0f} % of Se angles loose, x={x_test:.4f}: "
      f"F={f_at}")
print(f"  {len(more)} further angles loosened: F={f_beyond}")
bonds, chains = build_network(40, 80, even=True)
f_all_loose = zero_modes(120, bonds, range(40, 120))
assert f_all_loose == 6
assert counted_constraints(120, bonds, range(40, 120)) == 360
print(f"All Se angles loose: critical x={(1+1)/(5+1):.4f}, F={f_all_loose}")
b = 0.05
x_soft = (1 + b) / (5 + b)
print(f"Soft Se angles, {100*b:.0f} %: critical x={x_soft:.4f}")

# Neglected effect: uneven chains, and weak forces
percent = 100 * (f_random_critical - 6) / (3 * N)
print(f"Random network at x=0.20: {f_random_critical-6:.2f} internal floppy "
      f"modes = {percent:.1f} % of 3N")
print(f"  of these at least {long_chain_critical:.2f} lie in chains of "
      "more than 5 Se")
E_FLOPPY, E_STRETCH = 5.0, 30.0     # meV, rough typical mode energies
stiffness_ratio = (E_FLOPPY / E_STRETCH)**2
print(f"Rough mode energies: floppy {E_FLOPPY:.0f} meV, "
      f"stretching {E_STRETCH:.0f} meV")
print(f"Weak-to-strong stiffness ratio (equal masses): {stiffness_ratio:.3f}")

print("OK")
```

It prints:

```
One atom: bonds r, all angles, independent angles, constraints
  r=2:  1 angles, 1 independent, 2.0 constraints per atom
  r=3:  3 angles, 3 independent, 4.5 constraints per atom
  r=4:  6 angles, 5 independent, 7.0 constraints per atom
  r=5: 10 angles, 7 independent, 9.5 constraints per atom
Ideal tetrahedron: 5 independent angles
Critical mean coordination from the count: 2.40
Critical Ge fraction from the count: 0.20 = 20 at.%
Networks of N=120 atoms, 3N=360; F includes 6 rigid motions
Random F is the mean of 4 networks
  x     <r>   Nc/N  3N-Nc  F(even)  redundant(even)  F(random)
  0.10  2.20  2.50     60     60           0             60.75
  0.15  2.30  2.75     30     30           0             34.25
  0.20  2.40  3.00      0      6           6             19.25
  0.25  2.50  3.25    -30      6          36             10.50
  0.30  2.60  3.50    -60      6          66              8.00
Extrapolation of F to zero from x=0.10 and 0.15: x=0.200, <r>=2.400
Molar masses: Ge 72.63 g/mol, Se 78.97 g/mol
Batch of 10.0 g: Ge 1.869 g, Se 8.131 g
Cutting 6 Se-Se bonds at x=0.20: F=18
Dangling Se, 1 % of atoms: critical x=0.2030, <r>=2.3960
Soft-angle test: 25 % of Se angles loose, x=0.2381: F=6
  10 further angles loosened: F=10
All Se angles loose: critical x=0.3333, F=6
Soft Se angles, 5 %: critical x=0.2079
Random network at x=0.20: 13.25 internal floppy modes = 3.7 % of 3N
  of these at least 12.25 lie in chains of more than 5 Se
Rough mode energies: floppy 5 meV, stretching 30 meV
Weak-to-strong stiffness ratio (equal masses): 0.028
OK
```
